# Support and tail of a symmetric Pearson implant profile

## Problem

An as-implanted dopant profile can be described by a Pearson distribution fixed by four moments. Let $x$ be the depth below the wafer surface, $R_p$ the mean projected range and $\sigma$ the straggle, which is the standard deviation of the depth. Define

$$
s=\frac{x-R_p}{\sigma},\qquad C(x)=\frac{\Phi}{\sigma}f(s),
$$

where $C$ is the concentration, $\Phi$ the dose per unit area and $f$ a normalized density. The factor $1/\sigma$ follows from $dx=\sigma\,ds$. The density obeys the Pearson equation

$$
(b_0+b_1s+b_2s^2)\,f'(s)=(s-a)\,f(s), \tag{1}
$$

with real constants $a,b_0,b_1,b_2$. Its skewness is $\gamma=0$ and its kurtosis is $\beta=2.8$. Here $\beta$ is the full standardized fourth moment, equal to 3 for a Gaussian. The moments refer to the whole line, before the wafer surface cuts off any part of the profile.

(a) Find the four constants and decide whether the profile is of type IV, the type for which the quadratic in (1) has complex roots and the skewness is nonzero.

(b) Find the normalized density on the whole line, and verify its moments.

(c) Examine the limits $\beta\to3$ and $\beta\to9/5$, and the case $\beta>3$.

(d) What happens if the logarithmic part of the type IV formula is used at all depths? Do the four moments by themselves determine where the profile ends?

(e) Take $R_p=130$ nm, $\sigma=45$ nm, $\Phi=5\times10^{13}$ cm$^{-2}$ and a uniform background of opposite doping $C_B=10^{15}$ cm$^{-3}$. Find the peak, the metallurgical junction and the end of the profile. Compare the junction with that of a Gaussian, and estimate the main effects left out.

## Solution

### (a) The constants and the type

Write $\mu_n=\int s^n f\,ds$. The choice of variable and the given shape imply

$$
\mu_0=1,\quad \mu_1=0,\quad \mu_2=1,\quad \mu_3=0,\quad \mu_4=\beta .
$$

Multiply (1) by $s^n$ and integrate over the support of $f$. Assume for now that $s^n(b_0+b_1s+b_2s^2)f$ vanishes at both ends; the solution will be checked against this assumption. Integration by parts moves the derivative onto the polynomial and gives

$$
-n b_0\mu_{n-1}-(n+1)b_1\mu_n-(n+2)b_2\mu_{n+1}
=\mu_{n+1}-a\mu_n. \tag{2}
$$

For $n=0$ the first term is absent. The four equations are

$$
\begin{aligned}
n=0:&\quad -b_1=-a,\\
n=1:&\quad -b_0-3b_2=1,\\
n=2:&\quad -3b_1=-a,\\
n=3:&\quad -3b_0-5\beta b_2=\beta .
\end{aligned}
$$

The first and third lines require $a=b_1$ and $a=3b_1$, so $a=b_1=0$. The second gives $b_0=-1-3b_2$. Inserting this in the fourth gives

$$
3+9b_2-5\beta b_2=\beta
\quad\Longrightarrow\quad
b_2=\frac{3-\beta}{5\beta-9}.
$$

Then

$$
b_0=-\frac{(5\beta-9)+3(3-\beta)}{5\beta-9}
=-\frac{2\beta}{5\beta-9}. \tag{3}
$$

For $\beta=2.8$ the denominator is $5$, so $b_2=0.04$ and $b_0=-1.12$. The quadratic is $-1.12+0.04s^2$, with discriminant

$$
b_1^2-4b_0b_2=4(1.12)(0.04)=0.1792>0 .
$$

Its roots are real, and the profile is not of type IV. It belongs to type II, the symmetric Pearson type with real roots of opposite sign. The roots satisfy

$$
s^2=L^2=-\frac{b_0}{b_2}=\frac{2\beta}{3-\beta}=28,
\qquad L=5.2915. \tag{4}
$$

The convention for kurtosis is decisive. If 2.8 were the excess over the Gaussian value, the full kurtosis would be 5.8, and the roots would be imaginary.

### (b) The density on the whole line

With $a=b_1=0$, equation (1) becomes $b_2(s^2-L^2)f'=sf$. Away from $s=\pm L$, where $f$ is nonzero,

$$
\frac{f'}{f}=\frac{s}{b_2(s^2-L^2)} .
$$

Since $d(s^2-L^2)=2s\,ds$, integration gives

$$
\ln f=\frac{1}{2b_2}\ln|s^2-L^2|+\text{constant}.
$$

Absorbing powers of $L$ into the constant,

$$
f=K\left|1-\frac{s^2}{L^2}\right|^m,\qquad
m=\frac1{2b_2}=\frac{5\beta-9}{2(3-\beta)}=12.5. \tag{5}
$$

The coefficient of $f'$ vanishes at $s=\pm L$, so the equation does not carry the constant $K$ across these points. There are three separate constants, one for each interval.

In the outer intervals the solution is $K(s^2/L^2-1)^m$. Because $m>0$, it grows as $|s|^{2m}$ at large $|s|$, and its integral diverges unless $K=0$. Both outer constants must therefore vanish. The density is

$$
f(s)=
\begin{cases}
N(1-s^2/28)^{25/2}, & |s|<\sqrt{28},\\
0, & |s|\ge\sqrt{28}.
\end{cases}
\tag{6}
$$

The profile thus ends 5.29 straggles from its mean. The joined function satisfies (1) at the edges too: the inner density vanishes there as the 12.5th power of the distance, and its slope as the 11.5th power. The boundary terms dropped in (2) also vanish, as assumed.

To normalize, put $t=s^2/L^2$. On the positive half, $ds=(L/2)t^{-1/2}dt$. The two equal halves give

$$
\int_{-L}^{L}\left(1-\frac{s^2}{L^2}\right)^m ds
=L\int_0^1t^{-1/2}(1-t)^m dt
=L\frac{\sqrt\pi\,\Gamma(m+1)}{\Gamma(m+3/2)} .
$$

Hence

$$
N=\frac{\Gamma(m+3/2)}{\sqrt\pi\,L\,\Gamma(m+1)}=0.38814. \tag{7}
$$

The odd moments vanish by symmetry. For the even ones, the same substitution adds one power of $t$ for each factor $s^2/L^2$. The ratios of beta integrals, with $\Gamma(z+1)=z\Gamma(z)$, are

$$
\mu_2=L^2\frac{1/2}{m+3/2}=\frac{L^2}{2m+3}=\frac{28}{28}=1,
$$

$$
\mu_4=L^4\frac{(1/2)(3/2)}{(m+3/2)(m+5/2)}
=\frac{3L^4}{(2m+3)(2m+5)}
=\frac{3(28)^2}{(28)(30)}=2.8 .
$$

Numerical quadrature of (6) also gives variance 1.000000 and kurtosis 2.800000.

### (c) Neighbouring cases

As $\beta$ approaches 3 from below, $L$ and $m$ both diverge, but

$$
\frac{m}{L^2}=\frac{5\beta-9}{4\beta}\longrightarrow\frac12 .
$$

At fixed $s$, therefore, $(1-s^2/L^2)^m\to e^{-s^2/2}$. The edge moves to infinity and the Gaussian is recovered.

For $\beta>3$, both $b_0$ and $b_2$ are negative and the quadratic has no real zero. With $\ell^2=b_0/b_2=2\beta/(\beta-3)$, integration now gives

$$
f\propto\left(1+\frac{s^2}{\ell^2}\right)^{-p},\qquad
p=\frac{5\beta-9}{2(\beta-3)} .
$$

This is type VII, the zero-skewness limit of type IV. Its support is unbounded. For a symmetric Pearson profile the kurtosis therefore separates bounded from unbounded support at the value 3.

At $\beta=9/5$ the constants in (3) diverge. Multiplying (1) by $5\beta-9$ before taking the limit gives

$$
[(3-\beta)s^2-2\beta]f'=(5\beta-9)sf\longrightarrow
(1.2s^2-3.6)f'=0 .
$$

The density is uniform between $\pm\sqrt3$. For $1<\beta<9/5$, the exponent satisfies $-1<m<0$: the support is still bounded, but the density diverges at its edges while remaining integrable. Vanishing smoothly at the edge is thus a further condition, not a consequence of bounded support.

The edge position is sensitive to kurtosis. At zero skewness, $L=4.243$ for $\beta=2.7$ and $L=7.616$ for $\beta=2.9$. The factor $3-\beta$ in the denominator of (4) is responsible. A kurtosis known to within 0.1 therefore leaves the edge uncertain by more than a straggle.

### (d) A false branch, and what four moments do not determine

For complex roots, write $D=4b_0b_2-b_1^2>0$. Integration of (1) gives the type IV form

$$
\begin{aligned}
\ln f={}&\frac1{2b_2}\ln|b_0+b_1s+b_2s^2|\\
&-\frac{2a+b_1/b_2}{\sqrt D}
\arctan\frac{2b_2s+b_1}{\sqrt D}+\text{constant}.
\end{aligned}
$$

Here $D=-0.1792$, so the square root is imaginary. The prefactor $2a+b_1/b_2$ is zero, however. If a routine drops the second term for that reason and keeps the absolute value in the first, it returns the false outer branch $|1-s^2/L^2|^m$ without any numerical warning.

Relative to the peak, that branch equals one when $s^2/L^2-1=1$, or

$$
|s|=\sqrt2\,L=7.483 .
$$

At $s=8$ it is $(64/28-1)^{12.5}=23.14$ times the peak. A correct routine must test the discriminant and, when the real roots have opposite signs as they do here, set the density to zero outside them. Real roots of the same sign, which require nonzero skewness, need a different rule: the profile is then of type VI, and its support runs from the root nearer the mean to infinity, on the side that contains the mean.

The bounded support follows from the moments together with the Pearson equation. The moments alone do not imply it. Consider an equal mixture of two Gaussians centred at $\pm d$, each with variance $w^2=1-d^2$. Its mean and skewness vanish by symmetry, and its variance is $w^2+d^2=1$. Its fourth moment is

$$
3w^4+6w^2d^2+d^4
=3(1-d^2)^2+6d^2(1-d^2)+d^4
=3-2d^4 .
$$

Choosing $d^4=0.1$ gives $\beta=2.8$, with $d=0.5623$ and $w=0.8269$. This density has the same four moments, yet is positive at every depth. The end at 5.29 straggles is therefore a property of the chosen family. No law of ion stopping entered its derivation.

### (e) The implant example

The length and dose parameters are rough values in the regime of a 100 keV phosphorus implant into silicon. The zero skewness and the kurtosis of 2.8 are set by the problem; they have not been calculated for phosphorus.

**Peak and end.** Since $45$ nm $=4.5\times10^{-6}$ cm,

$$
C_p=\frac{\Phi N}{\sigma}
=\frac{(5\times10^{13})(0.38814)}{4.5\times10^{-6}}
=4.313\times10^{18}\ \text{cm}^{-3}.
$$

The deep end lies at $130+45(5.2915)=368.1$ nm. The other end is at $-108.1$ nm, outside the wafer, so only the deep end can appear in the silicon.

**Junction.** The metallurgical junction is the depth at which the implanted concentration equals the background. Setting $C_p(1-s^2/L^2)^m=C_B$ and solving for the positive root,

$$
s_j=L\sqrt{1-\left(\frac{C_B}{C_p}\right)^{1/m}} . \tag{8}
$$

The concentration ratio is $2.319\times10^{-4}$, and its $1/12.5$ power is $0.5119$. Thus

$$
s_j=5.2915\sqrt{1-0.5119}=3.697,
\qquad x_j=296.4\ \text{nm}.
$$

The negative root lies outside the wafer, so there is one junction.

For a Gaussian with the same dose, range and straggle, the peak concentration becomes $C_p=4.433\times10^{18}$ cm$^{-3}$, and with this value

$$
s_j=\sqrt{2\ln(C_p/C_B)}=4.098,
\qquad x_j=314.4\ \text{nm}.
$$

The bounded profile puts the junction 18 nm shallower. Its logarithm shows why:

$$
\ln\frac fN=-m\left(\frac{s^2}{L^2}+\frac{s^4}{2L^4}+\cdots\right)
=-0.446s^2-0.00797s^4-\cdots .
$$

Near the centre it falls more slowly than the Gaussian, whose quadratic coefficient is $0.5$. Farther out, the quartic and higher terms make it fall faster. The mixture from part (d) gives $303.2$ nm, so even profiles with the same four moments differ by about 7 nm here.

Equation (8) also has a distinctive high-dose limit. As $C_B/C_p\to0$, the bounded junction approaches 368.1 nm and cannot pass it. The Gaussian junction continues to deepen as the square root of a logarithm.

**Reading the end of the profile.** At five straggles, or 355 nm, the bounded concentration is $3.23\times10^6$ cm$^{-3}$, against $1.65\times10^{13}$ cm$^{-3}$ for the Gaussian. Both are far below the background. The bounded model expects less than one ion per cm$^2$ beyond 353.8 nm, already 14 nm before its mathematical end. Beyond that end, the Gaussian still places $3.03\times10^6$ ions per cm$^2$. For this background, the practical difference is the junction shift, not the exact point at which the concentration becomes zero.

**Comparison with a real implant.** Crystalline silicon can channel ions along open crystal directions, which a single bounded profile omits. As a rough assumption, put 1% of the dose into an exponential tail that starts at $R_p$ and decays over 60 nm, leaving 99% in the bounded profile. The tail's initial concentration is

$$
\frac{0.01(5\times10^{13})}{6\times10^{-6}}
=8.33\times10^{16}\ \text{cm}^{-3}.
$$

Beyond 368.1 nm only the tail remains. It meets the background at $130+60\ln(83.3)\approx395$ nm, which is about 99 nm deeper than the original junction. For this assumed tail the effect is the largest of those estimated here, and it places the junction beyond the supposed end of the profile. The size of the shift depends strongly on the assumed fraction and decay length. With 0.1% of the dose, the tail alone meets the background at $130+60\ln(8.33)\approx257$ nm, shallower than the original junction, and the shift is only about 4 nm; with 1% and a decay length of 30 nm it is about 5 nm. The bounded model is therefore unsuitable for predicting a junction governed by a channelled tail.

Annealing also removes the finite end of the profile. Diffusion with constant diffusivity convolves the profile with a Gaussian, which is positive everywhere; the wafer surface is neglected in this estimate. Let $D$ now denote the diffusivity and $t$ the anneal time. For a rough diffusivity of $10^{-14}$ cm$^2$/s near 1000 °C and a time of 10 s,

$$
\sqrt{2Dt}=\sqrt{2\times10^{-13}\ \text{cm}^2}=4.47\ \text{nm}.
$$

The junction then moves deeper by only about 1 nm. Implant damage can enhance diffusion. If the total diffusion length is instead taken as 20 nm, the shift is about 22 nm, and the concentration at the old edge rises from zero to about $1.2\times10^{12}$ cm$^{-3}$.

A small asymmetry matters as well. With $\gamma=0.2$ and $\beta$, range and straggle held fixed, the ends move to $-3.633$ and $5.864$ straggles, and the junction deepens by 15.0 nm. The sign matters: with $\gamma=-0.2$ the profile is mirrored, its deep end lies at $3.633$ straggles, and the junction moves about 26 nm shallower. This is comparable to the difference between the bounded and Gaussian junctions, so zero skewness has to be justified before that difference is given much weight.

Finally, the surface lies at $s=-130/45=-2.889$. The full-line profile places 0.109% of its dose outside the wafer. The part inside has skewness 0.0231 and kurtosis 2.7514, slightly different from the input values. Moments measured inside the wafer therefore should not be inserted unchanged as full-line moments when the edge position matters: equation (4) amplifies small errors in kurtosis. The remaining values are in the numerical output.

## Table of computed values

```
kurtosis (input): 2.8
b0, b2 (straggle units): -1.1200, 0.0400
edge squared, edge (straggles): 28.0000, 5.2915
power m: 12.50; normalization N: 0.38814
quadrature variance, kurtosis: 1.000000, 2.800000
edge at kurtosis 2.7: 4.243 straggles
edge at kurtosis 2.9: 7.616 straggles
false branch regains peak at: 7.483 straggles
false branch/peak at 8 straggles: 23.14
mixture shift, width: 0.5623, 0.8269 straggles
range, straggle: 130, 45 nm
dose: 5.0e+13 cm^-2; background: 1.0e+15 cm^-3
peak concentration: 4.313e+18 cm^-3
Gaussian peak: 4.433e+18 cm^-3
deep edge depth: 368.1 nm
shallow edge depth: -108.1 nm
bounded junction: 3.6967 straggles, 296.4 nm
Gaussian junction: 4.0980 straggles, 314.4 nm
mixture junction: 3.8483 straggles, 303.2 nm
bounded concentration at 5 straggles: 3.23e+06 cm^-3
Gaussian concentration there: 1.65e+13 cm^-3
one ion per cm^2 beyond: 4.974 straggles, 353.8 nm
Gaussian ions beyond edge: 3.03e+06 cm^-2
channelled fraction: 0.01; decay length: 60 nm
junction with channelling: 395.4 nm
channelling junction shift: 99.0 nm
diffusivity: 1.0e-14 cm^2/s; time: 10 s
ordinary diffusion length sqrt(2Dt): 4.47 nm
ordinary diffusion shift: 1.25 nm
enhanced diffusion length (input): 20 nm
enhanced diffusion shift: 21.9 nm
concentration at old edge after it: 1.21e+12 cm^-3
test skewness: 0.2; edges: -3.633, 5.864 straggles
skewness junction shift: 15.0 nm
surface position: -2.889 straggles
dose fraction outside wafer: 0.109 percent
skewness, kurtosis inside wafer: 0.0231, 2.7514
```
